# Why dipolar couplings give X-H bond lengths longer than equilibrium values: verification in Python

```python
"""
Result under test: the length r_eff = <P2(cos theta)/r^3>^(-1/3) obtained from
a dipolar coupling exceeds the equilibrium length r_e of an X-H bond.
To leading order in zero-point motion (hbar = 1)
  1 - r_e^3 <P2/r^3> = s (4.5 a r_e - 6) + 1.5 beta
                       + 3 w_b (1 - c/2) / (k r_e^2)
  s    = 1/(2 mu w_s r_e^2)   relative mean-square stretch
  beta = 1/(mu r_e^2 w_b)     mean-square angle, two librations together
  a    = Morse parameter, k = mu w_s^2 = stretching force constant
  c    = exponent: angular stiffness k_theta(r) = k_theta (r/r_e)^c
The left side is called the loss.  It is computed from the ground state of
  H = p^2/(2 mu) + Morse(r) + k_theta(r) (1 - cos theta).
Raising mu by a factor F at fixed potential makes leading terms fall as
F^(-1/2), so extrapolation in F isolates them.  Hartree atomic units.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc

mu, re, a, ws, wb = 1700.0, 2.05, 0.95, 0.014, 0.006
k = mu * ws**2
k_theta = mu * re**2 * wb**2
FACTORS = (1, 4, 16)


def P2(t):
    return 1.5 * t**2 - 0.5


def morse(r, alpha=a):
    return k / (2 * alpha**2) * (1 - np.exp(-alpha * (r - re)))**2


def radial_states(mass, potential, count):
    """Lowest radial states on a uniform sinc grid (unit-sum vectors)."""
    r = np.linspace(re - 1.05, re + 1.75, 140)
    step = r[1] - r[0]
    d = np.arange(r.size)[:, None] - np.arange(r.size)[None, :]
    safe = np.where(d == 0, 1, d)
    sign = np.where(d % 2 == 0, 1.0, -1.0)
    kinetic = np.where(d == 0, np.pi**2 / 3, 2 * sign / safe**2)
    kinetic = kinetic / (2 * mass * step**2)
    energy, phi = eigh(kinetic + np.diag(potential(r)),
                       subset_by_index=[0, count - 1])
    return r, energy, phi


def cos_matrix(lmax):
    """cos(theta) between normalized Legendre functions."""
    l = np.arange(lmax)
    off = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
    return np.diag(off, 1) + np.diag(off, -1)


def stretch_only(mass, potential=morse):
    r, _, phi = radial_states(mass, potential, 1)
    rho = phi[:, 0]**2
    return {"loss": 1 - rho @ (re / r)**3, "r": rho @ r,
            "x2": rho @ (r - re)**2}


def libration_only(mass, stiffness=k_theta, lmax=200):
    """Loss 1 - <P2> for a bond of fixed length r_e."""
    l = np.arange(lmax + 1)
    C = cos_matrix(lmax)
    H = np.diag(l * (l + 1) / (2 * mass * re**2)) - stiffness * C
    v = eigh(H, subset_by_index=[0, 0])[1][:, 0]
    return 1.5 * (1 - np.sum((C @ v)**2))


def full_motion(mass, c, count=12, lmax=80):
    """Ground state of the coupled problem and its averages."""
    r, energy, phi = radial_states(mass, morse, count)
    l = np.arange(lmax + 1)
    inverse_inertia = phi.T @ (phi / (2 * mass * r**2)[:, None])
    stiffness = phi.T @ (phi * (k_theta * (r / re)**c)[:, None])
    H = np.kron(np.diag(energy), np.eye(lmax + 1))
    H += np.kron(inverse_inertia, np.diag(l * (l + 1.0)))
    H += np.kron(stiffness, np.eye(lmax + 1) - cos_matrix(lmax))
    v = eigh(H, subset_by_index=[0, 0])[1][:, 0].reshape(count, lmax + 1)
    t, weight = np.polynomial.legendre.leggauss(lmax + 10)
    Y = np.polynomial.legendre.legvander(t, lmax) * np.sqrt(l + 0.5)
    rho = (phi @ v @ Y.T)**2 * weight
    R, T = r[:, None], t[None, :]

    def mean(f):
        return float(np.sum(rho * f))

    assert abs(mean(1.0) - 1) < 1e-9
    dz = R * T - re
    # Coupling seen in a field tilted from the mean bond direction.
    tilt, azimuths = 0.7, 2 * np.pi * np.arange(8) / 8
    tilted = sum(mean(P2(T * np.cos(tilt) + np.sqrt(1 - T**2)
                         * np.sin(tilt) * np.cos(p)) * (re / R)**3)
                 for p in azimuths) / 8
    return {"loss": 1 - mean(P2(T) * (re / R)**3), "r": mean(R),
            "P2": mean(P2(T)), "r3": mean((re / R)**3),
            "theta2": mean(np.arccos(T)**2), "dz": mean(dz),
            "dz2": mean(dz**2), "u2": mean(R**2 * (1 - T**2)),
            "tilted": tilted, "tilt": tilt}


def leading(values):
    """Coefficient of F^(-1/2) from values at F = 1, 4, 16."""
    g = [np.sqrt(F) * q for F, q in zip(FACTORS, values)]
    return (g[0] - 6 * g[1] + 8 * g[2]) / 3


def length(loss):
    return re * (1 - loss)**(-1 / 3)


# Leading-order formulas
s = 1 / (2 * mu * ws * re**2)
beta = 1 / (mu * re**2 * wb)
elongation_term = 4.5 * a * re * s
curvature_term = -6 * s
stretch_term = elongation_term + curvature_term
libration_term = 1.5 * beta


def coupling_term(c):
    return 3 * wb * (1 - c / 2) / (k * re**2)


# Numerical solutions
stretch = [stretch_only(F * mu) for F in FACTORS]
libration = [libration_only(F * mu) for F in FACTORS]
full = {c: [full_motion(F * mu, c) for F in FACTORS] for c in (-1, 0, 2)}

# Separate contributions, and the mean elongation and mean-square stretch
lead_stretch = leading([q["loss"] for q in stretch])
lead_libration = leading(libration)
assert abs(lead_stretch / stretch_term - 1) < 5e-3
assert abs(lead_libration / libration_term - 1) < 5e-3
assert abs(leading([q["r"] / re - 1 for q in stretch])
           / (1.5 * a * re * s) - 1) < 5e-3
assert abs(leading([q["x2"] / re**2 for q in stretch]) / s - 1) < 5e-3

# Total loss, libration-induced elongation, and Cartesian expansion
lead_full = {}
for c, runs in full.items():
    total = stretch_term + libration_term + coupling_term(c)
    lead_full[c] = leading([q["loss"] for q in runs])
    assert abs(lead_full[c] / total - 1) < 5e-3
    shift = leading([(q["r"] - p["r"]) / re for q, p in zip(runs, stretch)])
    assert abs(shift - coupling_term(c) / 3) < 1e-4
    gap = leading([length(q["loss"]) / re - q["r"] / re for q in runs])
    assert abs(gap - (beta / 2 - 2 * s)) < 1e-4
    rest = leading([q["loss"] - 3 * q["dz"] / re + 6 * q["dz2"] / re**2
                    - 3 * q["u2"] / re**2 for q in runs])
    assert abs(rest) < 5e-3 * total
    for q in runs:
        assert abs(q["tilted"] - P2(np.cos(q["tilt"]))
                   * (1 - q["loss"])) < 1e-10

# P2/r^3 is a harmonic function with curvatures 12 and -6 on the axis
X, Y, Z, L = sp.symbols("X Y Z L", positive=True)
f = (2 * Z**2 - X**2 - Y**2) / (2 * (X**2 + Y**2 + Z**2)**sp.Rational(5, 2))
assert sp.simplify(sum(sp.diff(f, q, 2) for q in (X, Y, Z))) == 0
on_axis = {X: 0, Y: 0, Z: L}
assert sp.simplify(sp.diff(f, Z, 2).subs(on_axis) * L**5) == 12
assert sp.simplify(sp.diff(f, X, 2).subs(on_axis) * L**5) == -6

# A harmonic stretch shortens r_eff; the sign changes near a r_e = 4/3
harmonic = stretch_only(mu, lambda r: 0.5 * k * (r - re)**2)
assert harmonic["loss"] < 0 < stretch[0]["loss"]
weak = stretch_only(16 * mu, lambda r: morse(r, 1.1 / re))["loss"]
strong = stretch_only(16 * mu, lambda r: morse(r, 1.6 / re))["loss"]
assert weak < 0 < strong

# Libration loses its lead above the predicted frequency
wb_limit = 2 * ws / (3 * a * re - 4)
ratios = [libration_only(16 * mu, mu * re**2 * (g * wb_limit)**2)
          / stretch[2]["loss"] for g in (0.8, 1.25)]
assert ratios[0] > 1 > ratios[1]

# Dominance in the worked example, and basis convergence
main = full[0][0]
assert libration[0] > stretch[0]["loss"] > 0
assert all(length(runs[0]["loss"]) > re for runs in full.values())
small = full_motion(mu, 0, count=9, lmax=60)
assert abs(small["loss"] - main["loss"]) < 1e-6

pm = pc["Bohr radius"][0] * 1e12
wavenumber = pc["hartree-inverse meter relationship"][0] / 100


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUT")
show("reduced mass", mu, "m_e", 0)
show("r_e", re, "bohr", 3)
show("r_e converted", re * pm, "pm", 2)
show("Morse a", a, "1/bohr", 3)
show("w_s", ws, "hartree", 4)
show("w_s converted", ws * wavenumber, "cm^-1", 0)
show("w_b", wb, "hartree", 4)
show("w_b converted", wb * wavenumber, "cm^-1", 0)
print("LEADING ORDER (dimensionless loss terms)")
show("k", k, "hartree/bohr^2", 4)
show("a r_e", a * re, "", 4)
show("s", s, "", 6)
show("beta", beta, "rad^2", 6)
show("anharmonic elongation term", elongation_term)
show("r^-3 curvature term", curvature_term)
show("net stretch term", stretch_term)
show("direct libration term", libration_term)
show("coupling term, c=0", coupling_term(0))
show("total, c=0", stretch_term + libration_term + coupling_term(0))
show("libration/net stretch", libration_term / stretch_term, "", 3)
show("w_b limit for dominance", wb_limit, "hartree", 5)
show("(r_eff-<r>)/r_e = beta/2-2s", beta / 2 - 2 * s)
print("EXTRAPOLATED FROM NUMERICAL SOLUTIONS")
show("stretch coefficient", lead_stretch)
show("libration coefficient", lead_libration)
show("total coefficient, c=0", lead_full[0])
print("NUMERICAL SOLUTION AT THE ACTUAL MASS")
show("loss, harmonic stretch only", harmonic["loss"])
show("loss, Morse stretch only", stretch[0]["loss"])
show("loss, libration only", libration[0])
show("loss, full motion, c=0", main["loss"])
show("<P2>, full, c=0", main["P2"])
show("r_e^3 <r^-3>, full, c=0", main["r3"])
show("rms angle, c=0", np.degrees(np.sqrt(main["theta2"])), "degree", 2)
show("rms displacement along bond", np.sqrt(main["dz2"]), "bohr", 4)
show("rms displacement per transverse axis",
     np.sqrt(main["u2"] / 2), "bohr", 4)
show("r_eff, stretch only", length(stretch[0]["loss"]), "bohr", 4)
show("r_eff, libration only", length(libration[0]), "bohr", 4)
show("<r>, stretch only", stretch[0]["r"], "bohr", 4)
for c in (-1, 0, 2):
    show(f"r_eff, full, c={c}", length(full[c][0]["loss"]), "bohr", 4)
    show(f"<r>, full, c={c}", full[c][0]["r"], "bohr", 4)
show("r_eff, full, c=0 converted", length(main["loss"]) * pm, "pm", 2)
show("excess r_eff-r_e, c=0", (length(main["loss"]) - re) * pm, "pm", 2)
show("relative excess, c=0", 100 * (length(main["loss"]) / re - 1), "%", 2)
print("PASS")
```

It prints:

```
INPUT
reduced mass: 1700 m_e
r_e: 2.050 bohr
r_e converted: 108.48 pm
Morse a: 0.950 1/bohr
w_s: 0.0140 hartree
w_s converted: 3073 cm^-1
w_b: 0.0060 hartree
w_b converted: 1317 cm^-1
LEADING ORDER (dimensionless loss terms)
k: 0.3332 hartree/bohr^2
a r_e: 1.9475
s: 0.004999
beta: 0.023329 rad^2
anharmonic elongation term: 0.04381
r^-3 curvature term: -0.02999
net stretch term: 0.01382
direct libration term: 0.03499
coupling term, c=0: 0.01285
total, c=0: 0.06166
libration/net stretch: 2.533
w_b limit for dominance: 0.01520 hartree
(r_eff-<r>)/r_e = beta/2-2s: 0.00167
EXTRAPOLATED FROM NUMERICAL SOLUTIONS
stretch coefficient: 0.01382
libration coefficient: 0.03499
total coefficient, c=0: 0.06166
NUMERICAL SOLUTION AT THE ACTUAL MASS
loss, harmonic stretch only: -0.03117
loss, Morse stretch only: 0.01384
loss, libration only: 0.03459
loss, full motion, c=0: 0.06004
<P2>, full, c=0: 0.96587
r_e^3 <r^-3>, full, c=0: 0.97341
rms angle, c=0: 8.71 degree
rms displacement along bond: 0.1495 bohr
rms displacement per transverse axis: 0.2229 bohr
r_eff, stretch only: 2.0595 bohr
r_eff, libration only: 2.0742 bohr
<r>, stretch only: 2.0804 bohr
r_eff, full, c=-1: 2.0973 bohr
<r>, full, c=-1: 2.0939 bohr
r_eff, full, c=0: 2.0928 bohr
<r>, full, c=0: 2.0894 bohr
r_eff, full, c=2: 2.0836 bohr
<r>, full, c=2: 2.0803 bohr
r_eff, full, c=0 converted: 110.74 pm
excess r_eff-r_e, c=0: 2.26 pm
relative excess, c=0: 2.09 %
PASS
```
